# Impurity-Limited Mobility in a Thin Membrane between Dielectrics, part 2

We ask how the surroundings of a thin semiconducting membrane affect its impurity-limited mobility. The membrane occupies $|z|<a/2$ and has relative permittivity $\varepsilon_s$; outside it is $\varepsilon_e$ ("env" in the numerical output). Formulas are in SI units. An impurity of charge $+e$, with $e>0$, sits at height $z_0$; $q$ is the in-plane wavevector transfer and $x=qa$.

The electrons occupy the lowest subband of an infinite well, with the effect of their own images on the wavefunction neglected. With $p=2\pi/a$, the density is

$$|\chi(z)|^2=\frac2a\cos^2\frac{\pi z}{a}=\frac1a(1+\cos pz).\tag{12}$$

The bare impurity-electron energy is $-U_i$, with $U_i=e^2F_i/(2\varepsilon_0\varepsilon_sq)$. The electron-electron energy is $v_{ee}=e^2F_e/(2\varepsilon_0\varepsilon_sq)$. With $s=\sinh(x/2)$ and $c=\cosh(x/2)$, the form factors follow from

$$P(z_0)=\frac2x+\frac{2x\cos(2\pi z_0/a)}{x^2+4\pi^2}.\tag{16}$$

$$-\varepsilon_sKqs=-\varepsilon_eq\left[P(a/2)-Kc\right]\quad\Rightarrow\quad K=\frac{\varepsilon_eP(a/2)}{\varepsilon_ss+\varepsilon_ec}.\tag{17}$$

$$J=\frac{2s}{a}\left[\frac1q-\frac q{q^2+p^2}\right]=\frac{2s}{x}\frac{4\pi^2}{x^2+4\pi^2}=sP(a/2).\tag{19}$$

$$r=\frac{\varepsilon_e}{s(\varepsilon_ss+\varepsilon_ec)}.\tag{20}$$

Here $K=rJ$, and

$$F_i=P(z_0)-rJ\cosh qz_0,\qquad F_e=\bar P-rJ^2,\qquad \bar P=\frac2x+\frac{x}{x^2+4\pi^2}.\tag{21}$$

For fixed permittivities and $x\to0$,

$$F_i\to\frac{\varepsilon_s}{\varepsilon_e},\qquad F_e\to\frac{\varepsilon_s}{\varepsilon_e}.\tag{23}$$

If $\varepsilon_e\to\infty$ first, a central impurity at small $x$ has

$$F_i(0)\simeq\left(\frac2x+\frac{x}{2\pi^2}\right)-\left(\frac2x-\frac{x}{2\pi^2}\right)\left(1-\frac{x^2}{8}\right)\simeq x\left(\frac14+\frac1{\pi^2}\right).\tag{24}$$

This leaves a contact interaction in the plane. At the interface,

$$F_i(a/2)=P(a/2)\frac{\varepsilon_ss}{\varepsilon_ss+\varepsilon_ec}=\frac{\varepsilon_sJ}{\varepsilon_ss+\varepsilon_ec},\tag{25}$$

which vanishes as $1/\varepsilon_e$ at fixed $x$.

The screened energy is $-W$. With static polarizability $\Pi>0$, the random-phase approximation gives

$$-W=-U_i+v_{ee}\Pi W\quad\Rightarrow\quad W=\frac{U_i}{1+\Pi v_{ee}}.\tag{26}$$

In the output, "far-field ratio" is the mid-plane potential of a central charge at in-plane distance $\rho=100a$, divided by $e/(4\pi\varepsilon_0\varepsilon_e\rho)$.

**Polarizability.** We take a parabolic band of mass $m$, twofold spin degeneracy and zero temperature. With $E_k=\hbar^2k^2/(2m)$ and occupation $f_k$, first-order perturbation theory gives

$$\Pi(q)=2\int\frac{d^2k}{(2\pi)^2}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}.$$

In the second term replace $\mathbf k$ by $-\mathbf k-\mathbf q$. It becomes equal to the first, with each integral understood as a principal value. Let $k_x$ be the component along $\mathbf q$. The energy difference is $\hbar^2(q^2+2qk_x)/(2m)$, and the other component ranges over a length $2\sqrt{k_F^2-k_x^2}$. Hence

$$\Pi=\frac{2m}{\pi^2\hbar^2q}\,\mathcal P\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-k_x^2}}{k_x+q/2}\,dk_x.\tag{27}$$

Set $b=-q/2$. Multiplication and division by the square root allow the use of

$$\frac{k_F^2-k_x^2}{k_x-b}=-(k_x+b)+\frac{k_F^2-b^2}{k_x-b}.$$

Divided by the square root and integrated, the first part gives $-\pi b$. For the second, put $k_x=k_F\cos\alpha$, $b=k_F\cos\beta$, $t=\tan(\alpha/2)$ and $t_0=\tan(\beta/2)$, which is possible for $|b|<k_F$. The remaining integral is proportional to

$$\mathcal P\!\int_0^\infty\frac{dt}{t_0^2-t^2}=\frac1{2t_0}\left[\ln\left|\frac{t_0+t}{t_0-t}\right|\right]_0^\infty=0.$$

The contributions on the two sides of the pole cancel. The integral in (27) is thus $\pi q/2$, and

$$\Pi=\frac{m}{\pi\hbar^2}\qquad(0<q<2k_F).\tag{28}$$

The value at $2k_F$ follows by continuity. Elastic scattering on the Fermi circle needs no larger $q$. Define

$$q_s=\frac{e^2\Pi}{2\varepsilon_0\varepsilon_s}=\frac{e^2m}{2\pi\varepsilon_0\varepsilon_s\hbar^2}.\tag{29}$$

Equation (26) then becomes

$$W(q)=\frac{e^2}{2\varepsilon_0\varepsilon_s}\frac{F_i}{q+q_sF_e}.\tag{30}$$

As $q\to0$ at finite $\varepsilon_e$, both form factors tend to $\varepsilon_s/\varepsilon_e$, and $W\to\pi\hbar^2/m$. In this limit the environment has no effect on the screened interaction.

**When does scattering weaken?** Write $C=\cosh qz_0$ and $\lambda=q_s/q$. Apart from a positive factor independent of $\varepsilon_e$, $W$ is

$$\frac{P-rJC}{1+\lambda(\bar P-rJ^2)}.$$

The numerator of its derivative with respect to $r$ is

$$-JC\left[1+\lambda(\bar P-rJ^2)\right]+\lambda J^2(P-rJC).$$

The two terms containing $r$ cancel, leaving

$$-J\left[C+\lambda(C\bar P-JP)\right].\tag{31}$$

Its sign does not depend on $\varepsilon_e$. At given $q$ and $z_0$, therefore, $W$ either falls throughout as $\varepsilon_e$ is raised, or rises throughout, or stays constant.

As an impurity moves from the centre towards an interface, $C$ grows and $P$ falls. The bracket in (31) grows, so the centre is the least favourable position. There $C=1$, and the bracket is positive if

$$q_sa\,h(qa)<1,\qquad h(x)=\frac{JP(0)-\bar P}{x}.\tag{32}$$

If (32) holds for all $0<q\le2k_F$, raising $\varepsilon_e$ weakens the scattering at every such $q$ and for every impurity position in the membrane. The condition is sufficient for a higher mobility. It is not necessary, because the mobility involves an integral over $q$ and the impurities need not be central.

For small $x$, (19) gives $J\simeq1+x^2/24-x^2/(4\pi^2)$. With $P(0)\simeq2/x+x/(2\pi^2)$ and $\bar P\simeq2/x+x/(4\pi^2)$,

$$h(0)=\frac1{12}-\frac1{2\pi^2}+\frac1{2\pi^2}-\frac1{4\pi^2}=\frac1{12}-\frac1{4\pi^2}=0.0580.\tag{33}$$

At small $x$ the threshold is $q_sa\simeq17$. Thin membranes with a light mass lie far below it.

**From matrix element to mobility.** Let $n_{\rm imp}$ be the number of impurities per area, placed at random in the plane and at the same height $z_0$. Their phases are uncorrelated, so the squared matrix elements add. In the first Born approximation, the golden rule with weight $1-\cos\theta$ for loss of forward momentum gives

$$\frac1\tau=\frac{2\pi}{\hbar}n_{\rm imp}\int\frac{d^2k'}{(2\pi)^2}W^2(1-\cos\theta)\,\delta(E_{k'}-E_F).\tag{34}$$

The radial integral is $\int k'dk'\,\delta(E_{k'}-E_F)=m/\hbar^2$. The angles $\theta$ and $-\theta$ contribute equally, so

$$\frac1\tau=\frac{n_{\rm imp}m}{\pi\hbar^3}\int_0^\pi W^2(1-\cos\theta)\,d\theta,\qquad q=2k_F\sin\frac\theta2,\qquad\mu=\frac{e\tau}{m}.\tag{35}$$

For impurities distributed in height, $W^2$ is replaced by its average over $z_0$. By (21), $F_i$ is largest at the centre, while $F_e$ does not depend on $z_0$. The mobility with all impurities at the centre is thus a lower bound for the same number distributed within the membrane.

**The quadratic law.** If the membrane is thin enough for (23) at all relevant $q$, and screening is neglected, $W=e^2/(2\varepsilon_0\varepsilon_eq)$. Since $1-\cos\theta=2\sin^2(\theta/2)$,

$$\int_0^\pi\frac{1-\cos\theta}{4k_F^2\sin^2(\theta/2)}\,d\theta=\frac{\pi}{2k_F^2}.$$

With electron density $n=k_F^2/(2\pi)$, (35) gives

$$\mu=\frac{16\pi\varepsilon_0^2\varepsilon_e^2\hbar^3n}{e^3m^2n_{\rm imp}}.\tag{36}$$

In this thin, unscreened limit the mobility grows as $\varepsilon_e^2$. It needs $2k_Fa$ to be small compared with 1, $\varepsilon_e/\varepsilon_s$ and $\varepsilon_s/\varepsilon_e$. With screening, the thin-membrane interaction is instead

$$W=\frac{e^2}{2\varepsilon_0(\varepsilon_eq+\varepsilon_sq_s)}.\tag{37}$$

The product $\varepsilon_sq_s$ depends on neither permittivity. The quadratic law therefore also requires $\varepsilon_eq\gg\varepsilon_sq_s$ over the angles that dominate the integral.

**Worked example.** We choose $a=2$ nm, $\varepsilon_s=10$, $m=0.1$ electron masses, $n=5\times10^{12}$ cm$^{-2}$ and $n_{\rm imp}=5\times10^{11}$ cm$^{-2}$. Since $n=0.05$ nm$^{-2}$,

$$k_F=\sqrt{2\pi\times0.05}=0.5605\ \text{nm}^{-1},\qquad2k_Fa=2.24.$$

The Fermi energy is 0.120 eV and, for infinite walls and a parabolic band, the next subband lies 2.82 eV above the first, so one subband is occupied. A finite barrier lowers this gap, to between 1.1 and 1.5 eV for barriers of 2 to 4 eV and the same mass, which is still far above the Fermi energy. The screening wavevector is $q_s=0.378$ nm$^{-1}$. The largest value of $q_sa\,h$ is 0.045, well inside (32).

At $q=k_F$ and $\varepsilon_e=1$, a central impurity has bare energy $U_i=2.574$ eV nm$^2$ and $F_e=1.562$. Screening reduces this to

$$W=\frac{2.574}{1+(0.378/0.5605)\times1.562}=1.25\ \text{eV nm}^2.$$

At $\varepsilon_e=100$, $U_i=0.682$ eV nm$^2$ and $F_e=0.365$, which gives $W=0.547$ eV nm$^2$. The bare energy falls by a factor of 3.8, the screened energy by 2.3.

For $\varepsilon_e=1$ the scattering time is 157 fs. Hence

$$\mu=\frac{(1.602\times10^{-19})(1.57\times10^{-13})}{0.1\times9.109\times10^{-31}}\ \frac{\text m^2}{\text{V s}}\simeq2.8\times10^3\ \frac{\text{cm}^2}{\text{V s}}.$$

The mobilities, in cm$^2$/(V s), are:

| $\varepsilon_e$ | Central impurity | Interface impurity |
|---:|---:|---:|
| 1 | 2770 | 3910 |
| 10 | 4660 | 13100 |
| 100 | 9110 | 375000 |

For central impurities the gain is 3.3 from $\varepsilon_e=1$ to 100, and 2.0 from 10 to 100. If only the impurity potential is given the high-permittivity environment, the mobility is 14200 cm$^2$/(V s). If only the screening is given it, the mobility is 609 cm$^2$/(V s). The net gain is thus the result of two opposing changes, with the weaker impurity potential prevailing.

The central mobility approaches a ceiling of 10900 cm$^2$/(V s) as $\varepsilon_e\to\infty$, because (24) leaves a finite interaction. The interface value has no such ceiling in this model: by (25), $W$ at fixed $q>0$ falls as $1/\varepsilon_e$ at large $\varepsilon_e$. The huge last entry expresses the cancellation of a point charge by its image at an ideally sharp boundary. It is not a forecast of a measured mobility, which other scattering would limit.

**Thickness.** With the other parameters fixed, the central gain from $\varepsilon_e=1$ to 100 is 10.4 at 1 nm, 3.3 at 2 nm, 1.5 at 4 nm and 1.13 at 8 nm. These values belong to the infinite well, whose confinement energy is 0.94 eV at 2 nm and 3.8 eV at 1 nm. With barriers of 2 to 4 eV and the same mass the electron spreads into the surroundings, and the gains become 15 to 19 at 1 nm and 3.9 to 4.2 at 2 nm. At 8 nm the neglected distortion of the wavefunction by the electron's own images raises the gain to about 1.16. Two limits are consistent with this fall. For $x\gg1$, (17) shows that the environmental term at the centre decreases exponentially, as $e^{-x/2}$ apart from powers of $x$: the field between impurity and electron then stays mostly inside the membrane. For $q\to0$ the environment matters to the bare potential, but screening removes its effect from $W$.

**A case in which the mobility falls.** Take $a=20$ nm, one electron mass, $n=10^{10}$ cm$^{-2}$ and $\varepsilon_s=10$. Now $q_sa=75.6$, above the threshold near 17. For central impurities the mobility at $\varepsilon_e=100$ is 0.83 times that at $\varepsilon_e=1$.

The reason appears in the strong-screening limit of (30), where $W\simeq F_i/(\Pi F_e)$. At small $x$ and finite $\varepsilon_e$ the ratio $F_i/F_e$ tends to 1. If $\varepsilon_e\to\infty$ first, (21) gives

$$F_e\simeq\bar P-\frac{2J^2}{\sinh x}\simeq x\left(\frac16+\frac5{4\pi^2}\right)=0.293x.\tag{38}$$

With (24), the ratio becomes $0.351/0.293=1.20$. The environment has reduced the electrons' mutual repulsion by a larger factor than the potential of a central impurity. This example disproves an unconditional rule within the model. It does not describe a real dilute gas reliably. The interactions are far too strong for the approximations used. In addition, the neglected energy of an electron in the field of its own images is of order $e^2/(4\pi\varepsilon_0\varepsilon_sa)\simeq7$ meV. This energy is even in $z$, so it mixes the lowest subband not with the second but with the third, 7.5 meV higher, and with the higher even ones. At $\varepsilon_e=100$ it draws the electron towards the walls, and the squared overlap with the state assumed in (12) falls to about 0.7, so the assumed wavefunction is not reliable either.

**Range of validity.** A measure of the interaction strength in the thin-membrane limit is

$$\eta=\frac{e^2m}{4\pi\varepsilon_0\varepsilon_e\hbar^2k_F}=\frac{\varepsilon_sq_s}{2\varepsilon_ek_F}.\tag{39}$$

In the 2 nm example $\eta=3.4$ at $\varepsilon_e=1$ and 0.34 at $\varepsilon_e=10$. At $\varepsilon_e=1$ finite thickness weakens the interaction at $q\sim k_F$, but the Born approximation is still not quantitatively justified. At high permittivity a small $\eta$ is no guarantee either. For $\varepsilon_e=100$ the bare energy of a central impurity at $q=k_F$ is 4.2 times its thin-membrane value, because the contact interaction (24) remains. Moreover, $W\to\pi\hbar^2/m$ at small angles for every finite $\varepsilon_e$. This is not a weak amplitude, although the factor $1-\cos\theta$ suppresses those angles. The mobilities and gains given here are therefore lowest-order results, and repeated scattering by the same impurity changes their size. Exact phase shifts for the same screened potential of a central impurity give about 3200, 4500 and 7400 cm$^2$/(V s) at $\varepsilon_e=1$, 10 and 100. The gain from 1 to 100 is then 2.3 instead of 3.3. The value $k_F\ell=57$ at $\varepsilon_e=1$, with $\ell$ the transport mean free path, shows that an electron travels about nine Fermi wavelengths before it loses its forward momentum. It does not show that each collision is weak.

The calculation also omits lattice vibrations in the surrounding dielectric, roughness, charges outside the membrane and any change in the number of impurities when a coating is applied. A polar dielectric can scatter electrons through the fields of its vibrations. Its static permittivity therefore determines the impurity contribution treated here, but not the total mobility. The numerical output gives the remaining values, including those for intermediate permittivities.

## Values computed for the example and the checks

```
Thickness: 2.0 nm; membrane permittivity: 10
Effective mass: 0.10 electron masses
Electron density: 5.00e+12 cm^-2
Impurity density: 5.00e+11 cm^-2
Fermi wavevector: 0.5605 nm^-1; 2kF*a: 2.242
Fermi energy: 0.1197 eV; subband gap: 2.820 eV
Screening wavevector qs: 0.3779 nm^-1
h(0): 0.05800; max qs*a*h: 0.0454
Grounded-plate slope Fi/x: 0.3513
Far-field ratio, env 1: 0.99758
Far-field ratio, env 100: 1.00002
At q=kF, central impurity: env, Fi, Fe, bare W, screened W
  1: 1.5944, 1.5618, 2.5737, 1.2535 eV nm^2
  10: 0.8520, 0.8040, 1.3753, 0.8918 eV nm^2
  100: 0.4222, 0.3653, 0.6815, 0.5468 eV nm^2
Mobility in cm^2/(V s): env, centre, edge, unscreened centre
  1: 2765.0, 3912.7, 232.5
  4: 3494.2, 6391.7, 882.4
  10: 4657.6, 13066.3, 1981.7
  25: 6464.5, 39539.2, 3763.0
  100: 9105.5, 375309.4, 6347.9
Central mobility gain, env 1 to 100: 3.293
Central mobility gain, env 10 to 100: 1.955
High-permittivity ceiling: 10855.9 cm^2/(V s)
Only impurity field changed: 14180.8 cm^2/(V s)
Only screening changed: 609.2 cm^2/(V s)
Gain env 1 to 100, thickness 1 nm: 10.405
Gain env 1 to 100, thickness 2 nm: 3.293
Gain env 1 to 100, thickness 4 nm: 1.531
Gain env 1 to 100, thickness 8 nm: 1.129
Coulomb coupling, env 1: 3.372
Coulomb coupling, env 10: 0.337
Scattering time, env 1: 157.21 fs
kF times mean free path, env 1: 57.17
Counterexample thickness: 20 nm
Counterexample mass: 1.0 electron masses
Counterexample density: 1.0e+10 cm^-2
Counterexample qs*a: 75.59
Counterexample mobility ratio 100/1: 0.8346
```
